# Self-screening in the one-shot GW removal energy of a Hubbard dimer

## Question and common data

A dimer has one orbital on each of two sites, with Hamiltonian

$$H=-t\sum_{\sigma}\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow},\qquad t,U>0 .$$

It holds one electron, with spin up. The site energy is the zero of energy. The removal energy is the pole $\omega=E(1)-E(0)$ of the one-electron propagator, so the ionization energy is $-\omega$. The bonding and antibonding orbitals are

$$\phi_b=\tfrac{1}{\sqrt2}(1,1),\qquad \phi_a=\tfrac{1}{\sqrt2}(1,-1).$$

For GW, write the repulsion in the spin-independent form $v_{ij}=U\delta_{ij}$. This leaves $H$ unchanged, because two electrons of equal spin cannot share a site, but it does change the GW approximation (see part (f)). The form is chosen because the Coulomb interaction is spin-independent. One-shot GW here means that $G$ and $W$ are built once, from the Hartree-Fock propagator, with $W$ in the random-phase approximation (RPA). The quasiparticle equation is then solved in full. Set $\hbar=1$. For numbers take the round model values $t=0.10$ Ry and $U=0.40$ Ry.

## Part (a): the reference

**Find the exact removal energy, the exact spin-up self-energy and the Hartree-Fock levels of both spins.**

**Answer.** With one electron the repulsion never acts. The ground state has the electron in $\phi_b$, so $E(1)=-t$. Since $E(0)=0$, the exact removal energy is $-t$.

A second spin-up electron must enter $\phi_a$. The two-electron energy is $-t+t=0$, again without any effect of $U$, and the addition energy is $0-(-t)=t$. The spin-up propagator therefore has poles at $\mp t$ with unit weight, as for $U=0$. The exact spin-up self-energy, Hartree term included, is zero.

In Hartree-Fock the site densities are $n_{i\uparrow}=\tfrac12$ and $n_{i\downarrow}=0$. The Hartree potential is $U/2$ on each site for both spins. Exchange acts between equal spins and is $-Un_{i\sigma}$, which is $-U/2$ for spin up and zero for spin down. Hence

$$\varepsilon_{b\uparrow}=-t,\quad \varepsilon_{a\uparrow}=t,\qquad \varepsilon_{b\downarrow}=-t+\tfrac U2,\quad \varepsilon_{a\downarrow}=t+\tfrac U2 .$$

The Hartree-Fock removal energy is exact. Any change that GW makes to it is an error, and it comes from the correlation part $\Sigma^c$, built with $W-v$.

## Part (b): the screened interaction

**Derive $W-v$. State which electron does the screening, and what the RPA does to its excitation energy.**

**Answer.** The only transition from a filled to an empty level of the same spin is $b\uparrow\to a\uparrow$, with energy $2t$. Define $s=(1,-1)$, so that $\phi_b(i)\phi_a(i)=s_i/2$. The time-ordered polarizability is

$$P_{ij}(\omega)=\frac{s_is_j}{4}\left[\frac1{\omega-2t+i\eta}-\frac1{\omega+2t-i\eta}\right]=\frac{t\,s_is_j}{\omega^2-4t^2}.$$

The lone electron does not interact with anything, so this is also its exact density response.

The RPA solves $W=v+vPW$. The vector $s$ has squared length 2, so it is an eigenvector of $P$ with eigenvalue $p=2t/(\omega^2-4t^2)$. The vector $(1,1)$ has eigenvalue zero and is not screened. The projector on $s$ is $s_is_j/2$, and therefore

$$W_{ij}-v_{ij}=\frac{s_is_j}{2}\left[\frac{U}{1-Up}-U\right]=\frac{s_is_j}{2}\,\frac{U^2p}{1-Up}=\frac{U^2t\,s_is_j}{\omega^2-\Omega^2},$$

$$\Omega=\sqrt{4t^2+2tU}.$$

All the screening comes from the electron that is to be removed. The RPA also raises its excitation energy from $2t$ to $\Omega$: the density induced in the electron produces a Hartree potential that acts back on the same electron, with no exchange term to cancel it.

For the example, $\Omega=\sqrt{0.04+0.08}=0.3464$ Ry, against $2t=0.2000$ Ry.

## Part (c): the GW removal energy

**Derive the correlation self-energy and solve for the removal energy. Find the weight of the pole and the position of any further pole, and evaluate the result.**

**Answer.** Partial fractions give

$$W_{ij}-v_{ij}=g^2s_is_j\left[\frac{1}{\omega-\Omega+i\eta}-\frac{1}{\omega+\Omega-i\eta}\right],\qquad g^2=\frac{U^2t}{2\Omega}.$$

The self-energy is

$$\Sigma^c_{ij}(\omega)=\frac{i}{2\pi}\int d\omega'\,G_{ij}(\omega+\omega')\,[W_{ij}(\omega')-v_{ij}].$$

For an empty level $m$, the pole of $G$ lies in the lower half-plane of $\omega'$. Closing the contour above encloses only $\omega'=-\Omega+i\eta$, whose residue in the bracketed factor is $-g^2s_is_j$. The prefactor is $(i/2\pi)(2\pi i)=-1$, so the contribution is $+g^2/(\omega-\varepsilon_m-\Omega)$ times orbital factors. For a filled level the contour is closed below, which gives $+g^2/(\omega-\varepsilon_m+\Omega)$.

The orbital factors are matrix elements of $s$. Since $s_i\phi_b(i)=\phi_a(i)$, we have $\langle b|s|b\rangle=0$ and $\langle b|s|a\rangle=1$. The filled orbital drops out of the bonding element, and elements of $\Sigma^c$ between $b$ and $a$ vanish. What remains for spin up is

$$\Sigma^c_{bb}(\omega)=\frac{g^2}{\omega-t-\Omega},\qquad \Sigma^c_{aa}(\omega)=\frac{g^2}{\omega+t+\Omega}.$$

Put $x=\omega+t$, the displacement from the exact value. The pole condition $\omega=-t+\Sigma^c_{bb}(\omega)$ becomes

$$x\,(x-2t-\Omega)=g^2 .$$

The root that vanishes with $U$ is the removal pole:

$$\omega_{GW}=-t+\Delta,\qquad \Delta=\tfrac12\left[2t+\Omega-\sqrt{(2t+\Omega)^2+4g^2}\right]<0 .$$

This is the lower eigenvalue of two levels, $-t$ and $t+\Omega$, coupled by $g$. The true level is pushed down by a state above it.

The pole weight is $Z=[1-\partial\Sigma^c_{bb}/\partial\omega]^{-1}$. The derivative is $-g^2/(\omega-t-\Omega)^2$, and at the pole $\omega-t-\Omega=g^2/\Delta$, so

$$Z=\frac{1}{1+\Delta^2/g^2}.$$

The two values of $x$ add up to $2t+\Omega$. The second pole is therefore at $\omega=t+\Omega-\Delta=\Omega-\omega_{GW}$, with weight $1-Z$. The exact propagator has no such satellite.

The antibonding equation is the bonding one with $\omega\to-\omega$. Its main pole is at $t-\Delta$, and its satellite lies on the removal side with weight $1-Z$. The total removal weight is $Z+(1-Z)=1$, so the electron number is right although its distribution is wrong. The gap between removal and addition of a spin-up electron is $2t+2|\Delta|$ instead of $2t$.

For the example,

$$g^2=\frac{0.40^2\times0.10}{2\times0.34641}=0.02309\ \text{Ry}^2,$$

$$\Delta=\tfrac12\left[0.54641-\sqrt{0.54641^2+4\times0.023094}\right]=-0.0394\ \text{Ry}.$$

The GW removal energy is $-0.1394$ Ry ($-1.897$ eV); the exact one is $-0.1000$ Ry ($-1.361$ eV). The ionization energy is too large by 0.536 eV, or 39% of its exact value. The pole weight is 0.937, and the satellite is at 0.486 Ry.

Taking the self-energy at $-t$ without iteration gives a correction of $-0.0423$ Ry. Linearising about $-t$ multiplies this by 0.928 and gives a removal energy of $-0.1392$ Ry. The way the equation is solved matters little here; the error lies in $\Sigma^c$.

## Part (d): the missing process

**Expand $\Sigma^c_{bb}$ to second order in $U$, identify its intermediate state, and find the term that cancels it.**

**Answer.** To lowest order $\Omega\to2t$ and $g^2\to U^2/4$, so

$$\Sigma^{c}_{bb}\to\frac{U^2/4}{\omega-3t}.$$

The denominator is $\omega+\varepsilon_b-2\varepsilon_a$. It describes an added electron that goes into $a\uparrow$ while the resident electron is excited from $b\uparrow$ to $a\uparrow$. Two electrons of equal spin then occupy the same orbital, which the Pauli principle forbids.

The amplitude for this process is the repulsion integral $U\sum_i\phi_b(i)^2\phi_a(i)^2=U/2$. The direct (bubble) term is its square divided by the denominator. Second-order exchange interchanges the two final electrons. Both are in $a\uparrow$, so the amplitude is the same and the sign is opposite:

$$\frac{(U/2)^2}{\omega-3t}-\frac{(U/2)^2}{\omega-3t}=0 .$$

Terms with two holes and one particle need $U\sum_i\phi_b(i)^3\phi_a(i)$, which vanishes by symmetry. GW retains the bubble and omits the exchange term. Beyond second order the individual cancellations are not followed here, but part (a) fixes their sum: everything GW omits must add up to $-\Sigma^c$.

## Part (e): a case where the screening is real

**Compare the exact and GW energies for adding a spin-down electron.**

**Answer.** The states $|b\uparrow b\downarrow\rangle$ and $|a\uparrow a\downarrow\rangle$ have energies $-2t+U/2$ and $2t+U/2$ and are coupled by $U/2$. The lower eigenvalue is $U/2-\sqrt{4t^2+U^2/4}$. Subtracting $E(1)=-t$ gives the addition energy, and subtracting the Hartree-Fock level $-t+U/2$ from that gives the exact correlation shift

$$\Delta_x=2t-\sqrt{4t^2+\tfrac{U^2}{4}} .$$

In GW both spin-down levels are empty, so $\Sigma^c_{bb\downarrow}=g^2/(\omega-t-\tfrac U2-\Omega)$. With $x=\omega+t-U/2$ the pole equation is again $x(x-2t-\Omega)=g^2$. GW gives the spin-down electron the same shift $\Delta$ as the spin-up electron.

For $U\ll t$, expanding the square roots gives

$$\Delta\simeq-\frac{g^2}{2t+\Omega}\simeq-\frac{U^2/4}{4t}=-\frac{U^2}{16t},\qquad \Delta_x\simeq-\frac{U^2}{16t}.$$

To this order the shift is right for spin down, where the resident electron really does respond to a second one. It is wrong for spin up, where the exact shift is zero.

At $U=4t$ the exact spin-down shift is $-0.0828$ Ry and GW gives $-0.0394$ Ry, slightly less than half. The addition energies are 0.0172 Ry and 0.0606 Ry.

## Part (f): isolating the self-screening

**Replace the RPA interaction by $W=v+vPv$, with $P$ the exact response from part (b). Find the effect on each spin and split the removal error accordingly.**

**Answer.** Now $W-v=U^2P$. This is the form used in part (c) with $\Omega\to2t$ and $g^2\to U^2/4$. For spin down,

$$\Sigma^c_{bb\downarrow}=\frac{U^2/4}{\omega-3t-U/2}.$$

Eliminating $|a\uparrow a\downarrow\rangle$ from the exact two-state problem of part (e) gives the same expression: the coupling squared is $U^2/4$, and the eliminated state lies at $2t+U/2-E(1)=3t+U/2$. The bonding spin-down self-energy has become exact.

For spin up the equation is $x(x-4t)=U^2/4$, whose lower root is

$$x=2t-\sqrt{4t^2+\tfrac{U^2}{4}}=\Delta_x .$$

The removal error equals the whole shift that a different, added electron would rightly receive. This gives the separation

$$\Delta=\underbrace{\Delta_x}_{\text{self-screening, exact response}}+\underbrace{(\Delta-\Delta_x)}_{\text{RPA self-repulsion}} .$$

The second part is positive. To see this, write the pole equation as $|x|(2t+\Omega+|x|)=g^2$. Raising the excitation energy from $2t$ to $\Omega$ increases the bracket and reduces $g^2\propto1/\Omega$, so $|x|$ must fall.

In the example,

$$-0.0394=-0.0828+0.0434\ \text{Ry},$$

or $-0.536=-1.127+0.591$ eV. The RPA makes the electron too stiff, and at $U=4t$ this hides about half of the self-screening; the fraction is smaller at weaker coupling and larger at stronger coupling. Correcting the screening alone roughly doubles the removal error in this example. At that point the spin-up $G$ and the interaction $W$ are both exact, so the remaining error belongs to the product form $GW$ with a spin-independent $v$, and in that form a vertex correction in the self-energy is needed to remove it. The choice of form matters. If the same $H$ is written with repulsion between opposite spins only, a spin-up electron is screened by $U^2P_\downarrow=0$ and a spin-down electron by $U^2P_\uparrow$, and plain GW gives the exact $-0.1000$ Ry and $0.0172$ Ry. That rewriting relies on the single on-site orbital of the Hubbard model.

## Part (g): strong coupling and scope

**Find the behaviour for $U\gg t$, and state what the result does and does not imply for a defect calculation.**

**Answer.** For $U\gg t$, $\Omega\simeq\sqrt{2tU}$ and $g^2\simeq U^{3/2}t^{1/2}/(2\sqrt2)$. Then $(2t+\Omega)^2\simeq2tU$ is small beside $4g^2\simeq\sqrt2\,U^{3/2}t^{1/2}$, and

$$\Delta\simeq-g=-\frac{U^{3/4}t^{1/4}}{2^{3/4}},\qquad \Delta_x\simeq-\frac U2 .$$

At fixed $U$ the GW error vanishes as $t\to0$, but relative to the exact ionization energy $t$ it grows without limit. With exact screening the error tends to $-U/2$ instead. That the GW error vanishes in the atomic limit thus rests on the RPA self-repulsion. It does so slowly: as $t$ falls at fixed $U$, the error first grows to about $0.13U$ near $U=26t$, and it is still about $0.08U$ at $U=1000t$.

The limit is reached slowly. Expanding the square root for $2t+\Omega\ll2g$ gives $|\Delta|\simeq g-\tfrac12(2t+\Omega)$. With the limiting forms of $\Omega$ and $g$, the leading relative correction to the law for $|\Delta|$ is $-(2t/U)^{1/4}$, whose size is still about 0.6 at $U=16t$. There the errors are $-2.11t$ in GW and $-6.25t$ with exact screening; at $U=t$ they are $-0.045t$ and $-0.062t$. The numerical output lists further ratios.

The size of the error also depends on the starting propagator. A Hartree start raises both spin-up levels by $U/2$, which makes $b\uparrow$ degenerate with $b\downarrow$. If the electron is kept in $b\uparrow$, $P$ is unchanged. The exchange term still cancels the Hartree shift in the pole equation, but the empty level inside $\Sigma^c$ is now $t+U/2$. The equation becomes $x(x-2t-\Omega-U/2)=g^2$, whose lower root is smaller in magnitude but not zero.

The parameters here describe no particular defect. A localized electron at a defect in a semiconductor is surrounded by host electrons, whose response to its removal is physical and must be kept. The dimer has no host, so its error of 0.5 eV cannot be transferred to such a level or subtracted from a calculated one. Nor is the sign general: the filled orbital drops out of $\Sigma^c_{bb}$ because of the dimer's symmetry and its two-orbital basis. With more orbitals, or with unequal site energies, it can contribute $g^2/(\omega-\varepsilon_b+\Omega)$-type terms, which are positive near $\omega=\varepsilon_b$ and raise the level. For a dimer with a site-energy difference of $4t$ and $U=4t$ the removal error is $+0.10t$. What does carry over is the question to ask of a singly occupied level: how much of $W$ comes from the electron whose energy is being computed.

## Table of computed values

```
hopping t                                            0.10 Ry
on-site repulsion U                                  0.40 Ry
bare excitation energy 2t                            0.20000 Ry
RPA excitation energy                                0.34641 Ry
squared coupling g2                                  0.023094 Ry^2
exact removal energy                                 -0.10000 Ry
Hartree-Fock removal energy                          -0.10000 Ry
GW correlation self-energy at -t                     -0.04226 Ry
GW removal energy, self-energy taken at -t           -0.14226 Ry
linearisation factor at -t                           0.9282 
GW removal energy, linearised                        -0.13923 Ry
GW removal energy, full solution                     -0.13942 Ry
GW error of the removal energy                       -0.03942 Ry
exact removal energy                                 -1.361 eV
GW removal energy                                    -1.897 eV
GW error of the removal energy                       -0.536 eV
GW error relative to t                               -39.4 %
weight of the GW bonding pole (exact: one)           0.9370 
weight of the spurious satellite                     0.0630 
bonding satellite energy                             0.48583 Ry
removal error with exact screening                   -0.08284 Ry
part of the error due to RPA self-repulsion          0.04342 Ry
removal error with exact screening                   -1.127 eV
part due to RPA self-repulsion                       0.591 eV
spin-down addition, Hartree-Fock                     0.10000 Ry
spin-down addition, exact                            0.01716 Ry
spin-down addition, GW                               0.06058 Ry
spin-down correlation shift, exact                   -0.08284 Ry
spin-down correlation shift, GW                      -0.03942 Ry
spin-up addition, exact                              0.10000 Ry
spin-up addition, GW                                 0.13942 Ry
same-spin gap, exact                                 0.20000 Ry
same-spin gap, GW                                    0.27884 Ry
U/t | removal error/t: GW | with exact screening
 0.5 | -0.0132 | -0.0156
 1.0 | -0.0454 | -0.0616
 2.0 | -0.1423 | -0.2361
 4.0 | -0.3942 | -0.8284
 8.0 | -0.9625 | -2.4721
16.0 | -2.1101 | -6.2462
weak-coupling ratio to limit law, U/t = 0.001        0.99963 
strong-coupling ratio to limit law, U/t = 1e12       0.99881
```
